# Indirect absorption into unbound electron-hole pairs: the three-halves threshold

## 1. Free pairs sharing an energy

Take an electron of mass $m_e$ and a hole of mass $m_h$ that exert no force on each other. A photon, with the help of a phonon, creates them with kinetic energy $E$ to share. If every division of this energy is equally allowed, the absorption is proportional to the number of ways of sharing it.

Measure each wavevector from its own band edge and define

$$\mathbf K=\mathbf k_e+\mathbf k_h,\quad \mathbf k=\frac{m_h\mathbf k_e-m_e\mathbf k_h}{M},\quad M=m_e+m_h,\quad \mu=\frac{m_em_h}{M}.$$

The kinetic energy becomes $\hbar^2K^2/2M+\hbar^2k^2/2\mu$, and the Jacobian of the change of variables is 1. In three dimensions the number of states per unit energy grows as the square root of the energy, for the centre of mass and for the relative motion alike. If the relative motion has energy $\varepsilon$, the centre of mass has $E-\varepsilon$. With $\varepsilon=E\sin^2\theta$,

$$\int_0^E\sqrt{E-\varepsilon}\,\sqrt{\varepsilon}\,d\varepsilon
=2E^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{8}E^2 .$$

This is the quadratic law of indirect absorption. Now suppose that attraction replaces the factor $\sqrt\varepsilon$ by a constant near $\varepsilon=0$. The integral becomes

$$\int_0^E\sqrt{E-\varepsilon}\,d\varepsilon=\tfrac23E^{3/2}.$$

It remains to show that the Coulomb force does this, to find the constant, and to see what the bound pairs do at the same photon energy.

## 2. The transition amplitude

Let $E_g$ be the indirect gap and $\hbar\Omega$ the phonon energy. The excess energy is

$$E=\hbar\omega-E_g\mp\hbar\Omega,$$

with the upper sign when a phonon is emitted and the lower when one is absorbed. The bands are isotropic and parabolic, and the crystal is undoped.

The light has vector potential $A_0\cos\omega t$. The part of $e\mathbf A\cdot\mathbf p/m_0$ that absorbs a photon has amplitude $eA_0P/2m_0$, where $P$ is the interband momentum matrix element along the polarization. I keep one path: the photon lifts an electron across the direct gap $E_{\rm dir}$, and a phonon then scatters it into the valley. The intermediate state lies $\Delta=E_{\rm dir}-\hbar\omega$ above the available energy. For a deformation potential $D$ (energy per length), crystal density $\rho$, volume $V$ and phonon occupation $N$, second-order perturbation theory gives the amplitude $C/\sqrt V$ for a free pair, with

$$|C|^2=\left(\frac{eA_0P}{2m_0}\right)^2\frac{G}{\Delta^2},\qquad G=\frac{D^2\hbar\,(N+\frac12\pm\frac12)}{2\rho\Omega}.$$

$P$, $D$, $\Omega$ and $\Delta$ are treated as constants near threshold, and the Coulomb force is ignored in the intermediate state. The phonon carries away whatever momentum the pair needs, so every $\mathbf K$ is allowed. In a direct transition the photon would fix $\mathbf K\approx0$.

With attraction, the pair state is a superposition of free pairs with the same $\mathbf K$:

$$|\mathbf K,\nu\rangle=\sum_{\mathbf k}a_{\mathbf k}|\mathbf K,\mathbf k\rangle,\qquad
\varphi_\nu(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}.$$

All its members go with the same phonon wavevector, so their amplitudes add before squaring:

$$\frac{C}{\sqrt V}\sum_{\mathbf k}a^*_{\mathbf k}=C\,\varphi^*_\nu(0).$$

The pair is created at contact, and what counts is the probability of finding electron and hole together. The golden rule, divided by $V$, gives the rate per volume $w=(2\pi/\hbar)|C|^2g_sg_vJ$, with spin factor $g_s=2$, valley number $g_v$, and

$$J(E)=\int\!\frac{d^3K}{(2\pi)^3}\sum_\nu|\varphi_\nu(0)|^2\,\delta\!\left(E-\frac{\hbar^2K^2}{2M}-\varepsilon_\nu\right).$$

The light intensity is $I=\frac12n\varepsilon_0c\,\omega^2A_0^2$ for refractive index $n$. The absorption coefficient $\alpha=\hbar\omega w/I$ is therefore

$$\alpha=\frac{2\pi\omega\,e^2A_0^2P^2/4m_0^2}{\frac12n\varepsilon_0c\,\omega^2A_0^2}\frac{G}{\Delta^2}g_sg_vJ
=\frac{\pi e^2P^2}{n\varepsilon_0c\,m_0^2\,\omega}\,\frac{G}{\Delta^2}\,g_sg_v\,J(E).$$

For free pairs $|\varphi|^2=1/V$. Since $d^3K/(2\pi)^3=K^2dK/2\pi^2$, the centre of mass has the density of states $(2M/\hbar^2)^{3/2}\sqrt T/4\pi^2$ at kinetic energy $T$, and the relative motion has the same with $\mu$. With $M\mu=m_em_h$ and the integral of section 1,

$$J_{\rm free}=\frac1{16\pi^4}\left(\frac{4m_em_h}{\hbar^4}\right)^{3/2}\frac{\pi}{8}E^2 .$$

An explicit count of momentum pairs in a periodic box of side 60 nm, with masses $0.3\,m_0$ and $0.7\,m_0$ and energies up to 1 eV, agrees with the energy integral of this formula to well within 0.1%. The count cannot test it much more finely, because near 1 eV a single further energy level changes the count by about 0.06% on average, and some levels by twice that.

## 3. The Sommerfeld factor

For relative permittivity $\varepsilon_r$, the pair radius and binding energy are

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad R=\frac{\hbar^2}{2\mu a^2}.$$

Partial waves with angular momentum vanish at contact, so the s wave suffices. Measure $r$ in units of $a$ and put $\kappa=\sqrt{\varepsilon/R}$. The s wave $f(r)$ obeys

$$rf''+2f'+(\kappa^2r+2)f=0 .$$

Try $f=\int_{-\kappa}^{\kappa}e^{irt}w(t)\,dt$. The terms with a factor $r$ give $\int(\kappa^2-t^2)w\,re^{irt}dt$. Writing $re^{irt}=-i\,d(e^{irt})/dt$ and integrating by parts turns this into $i\int e^{irt}[(\kappa^2-t^2)w]'dt$, provided the boundary term vanishes. The other terms give $\int(2it+2)w\,e^{irt}dt$. The sum is zero if

$$i(\kappa^2-t^2)w'+2w=0\quad\Rightarrow\quad w=\exp\!\left[i\eta\ln\frac{\kappa+t}{\kappa-t}\right],\quad\eta=\frac1\kappa .$$

Since $|w|=1$, the boundary term does vanish at $t=\pm\kappa$. Since $w(-t)=w^*(t)$, $f$ is real.

**Value at contact.** With $t=\kappa\tanh s$,

$$f(0)=\kappa\int_{-\infty}^{\infty}\frac{e^{2i\eta s}}{\cosh^2s}\,ds .$$

Let $b=2\eta$ and call the integral $L$. Moving the path up by $i\pi$ multiplies it by $e^{-\pi b}$. Between the two paths lies a double pole at $i\pi/2$, where $1/\cosh^2 s\approx-1/(s-i\pi/2)^2$, with residue $-ib\,e^{-\pi b/2}$. Hence $L(1-e^{-\pi b})=2\pi b\,e^{-\pi b/2}$, or $L=\pi b/\sinh(\pi b/2)$, and

$$f(0)=\frac{2\pi}{\sinh\pi\eta}.$$

**Amplitude far away.** At large $r$ the endpoints dominate. Near $t=\kappa$ put $t=\kappa-v$, so that $w\approx(2\kappa)^{i\eta}v^{-i\eta}$. This endpoint gives

$$e^{i\kappa r}(2\kappa)^{i\eta}\,\Gamma(1-i\eta)\,(ir)^{-1+i\eta},$$

whose modulus is $|\Gamma(1-i\eta)|e^{-\pi\eta/2}/r$. The other endpoint gives the complex conjugate. So $rf$ oscillates with amplitude $A=2|\Gamma(1-i\eta)|e^{-\pi\eta/2}$, where $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$.

A free wave of the same far amplitude is $A\sin(\kappa r)/r$, with value $A\kappa$ at contact. The ratio of contact probabilities is the Sommerfeld factor:

$$S=\frac{f(0)^2}{\kappa^2A^2}=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}=\frac{x}{1-e^{-x}},\qquad x=2\pi\eta=2\pi\sqrt{R/\varepsilon}.$$

Multiply the free relative density of states by $S$ and use $2\mu/\hbar^2=1/(Ra^2)$:

$$\frac{\sqrt\varepsilon\,S}{4\pi^2R^{3/2}a^3}=\frac{1}{2\pi a^3R}\;\frac1{1-e^{-x}} .$$

As $\varepsilon\to0$, $x\to\infty$ and this tends to the constant $1/(2\pi a^3R)$. There are few slow pairs, but each is more likely to be found at contact, by a factor growing as $1/\sqrt\varepsilon$. The two square roots cancel.

## 4. The threshold law and its range

Put $z=E/R$ and $y=\varepsilon/R$. Folding the contact density with the centre-of-mass density gives $J_{\rm unbound}=J_0U(z)$, with

$$J_0=\frac{1}{4\pi^2}\left(\frac{2MR}{\hbar^2}\right)^{3/2}\frac1{2\pi a^3R},\qquad
U(z)=\int_0^z\frac{\sqrt{z-y}}{1-e^{-2\pi/\sqrt y}}\,dy .$$

The factor $1/(1-e^{-2\pi/\sqrt y})$ lies between 1 and its value at $y=z$, so

$$1\le\frac{U(z)}{\frac23z^{3/2}}\le\frac1{1-e^{-2\pi/\sqrt z}} .$$

Near threshold, therefore,

$$J_{\rm unbound}\simeq\tfrac23J_0\,(E/R)^{3/2}.$$

The relative correction is at most about $e^{-2\pi/\sqrt z}$ for small $z$, which is smaller than any power of $z$. At $E=R$ the upper bound exceeds 1 by only 0.2%. As a check without the closed form of $S$, the s wave was integrated numerically and folded at $z=0.1$ and $z=0.5$. The exponent between the two came out as 1.50000, and the coefficient at $z=0.5$ as 0.66667.

In the same units, free pairs have $\sqrt y/2\pi$ in place of $1/(1-e^{-x})$, so $J_{\rm free}=J_0z^2/16$. Near threshold the attraction enhances the absorption into unbound pairs by

$$\frac{J_{\rm unbound}}{J_{\rm free}}\simeq\frac{32}{3}\sqrt{\frac RE}.$$

**Far above threshold.** Here most of the integral comes from small $x$, where $1/(1-e^{-x})=1/x+\frac12+x/12+\dots$ with $x=2\pi/\sqrt y$. The three terms integrate to $z^2/16$, $z^{3/2}/3$ and $(\pi/6)(\pi z/2)=\pi^2z/12$. What is left of the integrand falls off as $y^{-3/2}$ apart from the factor $\sqrt{z-y}$, so it adds a term of order $\sqrt z$. Thus

$$\frac{J_{\rm unbound}}{J_{\rm free}}=1+\frac{16}{3}\sqrt{\frac RE}+\frac{4\pi^2}{3}\frac RE+O\!\left((R/E)^{3/2}\right).$$

The quadratic law returns slowly. The local exponent $d\ln U/d\ln z$ is 1.50 at $z=1$, 1.57 at 10, 1.77 at 100 and 1.92 at 1000. The leading correction, $2-\frac83z^{-1/2}$, gives 1.92 at the last point.

## 5. Bound pairs at the same photon energy

Excitons can also carry momentum $\mathbf K$, so they absorb above the gap as well as below it. For level $n$, with energy $-R/n^2$, set $\xi=2r/n$. The radial function $u=rf$ is proportional to $\xi e^{-\xi/2}L^{(1)}_{n-1}(\xi)$, since the radial equation then becomes Laguerre's equation. As $L^{(1)}_{n-1}(0)=n$, the solution of unit slope at the origin is $u=re^{-\xi/2}L^{(1)}_{n-1}(\xi)/n$.

Its norm needs $\int_0^\infty\xi^2e^{-\xi}[L^{(1)}_{n-1}]^2d\xi$. By the recurrence for $\xi L^{(1)}_{n-1}$, whose diagonal coefficient is $2n$, and the standard norm $\int_0^\infty\xi e^{-\xi}[L^{(1)}_{n-1}]^2d\xi=n$, this is $2n^2$. So

$$\int_0^\infty u^2dr=\left(\frac n2\right)^3\frac{2n^2}{n^2}=\frac{n^3}{4},\qquad |\varphi_n(0)|^2=\frac{1}{4\pi a^3\,(n^3/4)}=\frac1{\pi a^3n^3}.$$

The centre of mass has energy $E+R/n^2$. In units of $J_0$ the bound pairs contribute

$$B(z)=\sum_{n=1}^\infty\frac2{n^3}\sqrt{z+\frac1{n^2}} .$$

Each exciton has its own square-root onset at $E=-R/n^2$. At $E=0$ the sum is already $2\zeta(4)\approx2.16$, where $\zeta$ is the Riemann zeta function, while $U(0)=0$.

**The sum above the gap.** For $z>0$ write the summand as $h(n)=2n^{-4}\sqrt{1+n^2z}$, which is even in $n$. Integrate $\pi\cot(\pi s)\,h(s)$ around a large circle that avoids the branch cuts running from $\pm i/\sqrt z$ to $\pm i\infty$. The circle contributes nothing in the limit, because $h$ falls as $|s|^{-3}$. The poles at nonzero integers give $2B$. On the upper cut, $s=iy'$, the cotangent factor is $-i\pi\coth\pi y'$, and the root is $\pm i\sqrt{zy'^2-1}$ on the right and left sides. The path runs down the right side and up the left. Both cuts together, divided by $2\pi i$, give

$$-4\int_{1/\sqrt z}^\infty\coth(\pi y')\frac{\sqrt{zy'^2-1}}{y'^4}\,dy'=-2\int_0^z\sqrt{z-y}\,\coth\frac{\pi}{\sqrt y}\,dy,$$

where $y=1/y'^2$. The residue at $s=0$ follows from

$$\pi\cot\pi s=\frac1s-2\zeta(2)s-2\zeta(4)s^3-\dots,\qquad h=\frac2{s^4}\left(1+\frac{s^2z}2-\frac{s^4z^2}8+\dots\right),$$

and equals $-4\zeta(4)-2\zeta(2)z-z^2/4$. Setting $2B$ plus this residue equal to the cut terms gives

$$B=2\zeta(4)+\zeta(2)z+\frac{z^2}{8}-\int_0^z\sqrt{z-y}\,\coth\frac{\pi}{\sqrt y}\,dy .$$

Now $\coth(x/2)=1+2/(e^x-1)$, while the integrand of $U$ contains $1/(1-e^{-x})=1+1/(e^x-1)$. Adding the two parts,

$$B+U=2\zeta(4)+\zeta(2)z+\frac{z^2}8-\int_0^z\frac{\sqrt{z-y}}{e^{2\pi/\sqrt y}-1}\,dy .$$

The term $+\frac23z^{3/2}$ of the unbound pairs is cancelled by $-\frac23z^{3/2}$ from the bound ones. The three-halves law is thus true of the unbound part. It does not appear as a step or kink in the total absorption at the gap, which rises linearly there from a finite value. To see the law in this model, one must separate the pairs by the state in which they are created.

## 6. Numbers for a diamond-like crystal

Diamond suits the model because its gap is indirect and its excitons are strongly bound. I take rough typical parameters: $m_e=m_h=0.4\,m_0$, $\varepsilon_r=5.7$, an indirect gap of 5.5 eV and an emitted phonon of 0.14 eV. The binding energy is then $R=83.8$ meV, close to the rough 80 meV of real diamond, and $a=1.51$ nm. The unbound threshold is at 5.64 eV, or 220 nm.

The absolute scale uses $D=10^9$ eV/cm, $P^2/m_0=10$ eV, $n=2.7$, a density of 3.5 g/cm³, six valleys and $\Delta=1.66$ eV. These give $\alpha=14.6$ cm$^{-1}$ per unit of $J/J_0$. As $D$ and $\Delta$ are rough and enter squared, this scale is only a rough estimate, for one phonon branch and one valence band, and it is not fitted to the measured absorption of diamond. The ratios below do not depend on it.

At 50 meV excess, $z=50/83.8=0.597$, and

$$\alpha_{\rm unbound}=14.6\times\tfrac23(0.597)^{3/2}=4.5\ \mathrm{cm^{-1}},\qquad
\alpha_{\rm free}=14.6\times\frac{0.597^2}{16}=0.33\ \mathrm{cm^{-1}}.$$

| Excess (meV) | Free (cm⁻¹) | Unbound (cm⁻¹) | Bound (cm⁻¹) | Unbound share |
|---|---|---|---|---|
| 10 | 0.013 | 0.40 | 34 | 1.2% |
| 50 | 0.33 | 4.5 | 42 | 9.6% |
| 100 | 1.3 | 13 | 50 | 20% |

The attraction enhances the unbound part 31-fold at 10 meV and 10-fold at 100 meV. Even so, bound excitons dominate throughout this range. The three-halves law falls 1% short, relative to its own value, only at $E=3.9R=326$ meV. Other assumptions give way sooner: already at 50 meV, the drift of $1/(\omega\Delta^2)$ raises the absorption by 5%.

## 7. Real diamond and the limits of the law

Real diamond differs from the model in its bands and phonons, among other things. With ellipsoidal electron masses of roughly 1.6 and 0.3 $m_0$, the free-pair density is 1.5 times the isotropic one, while a variational estimate puts the binding only 3% above that of an isotropic pair with the same mean inverse mass. A valence splitting of roughly 10 meV raises the unbound part at 50 meV by 31% if it lowers the threshold of all pairs by that much, and by less if only some of the valence states shift. Other phonons have thresholds of their own. At the photon energy 50 meV above the main threshold, and for equal coupling, meaning equal $D^2/\Omega$, a transverse acoustic phonon, with an assumed energy of 87 meV, would contribute 3.0 times the unbound absorption of the main branch, and a longitudinal optical one, with an assumed 163 meV, 0.4 times. A measured spectrum is the sum of such branches. At 295 K, absorption of the 0.14 eV phonon adds 7% to the unbound part at 50 meV. Absorption of the acoustic phonon, which is more strongly populated, would add about 44% for equal coupling. These absorption processes and the emission of the acoustic phonon all start at lower photon energies, so their shares grow steeply towards the main threshold.

Gaussian broadening with a standard deviation of 10 meV changes the law by 1.5% at 50 meV. At 10 meV excess the broadening equals the excess energy, and the power can no longer be read.

The law also needs the long tail of the Coulomb force. If free carriers cut the attraction off at a distance $\lambda$, $S$ generally stays finite as $\varepsilon\to0$, and the very first rise is quadratic again. This region ends roughly where the inverse wavenumber of the relative motion falls to $\lambda$, at an energy of order $\hbar^2/2\mu\lambda^2=R(a/\lambda)^2$. For $10^{15}$ carriers per cm³ the Debye length is 89 nm, so the scale is only $83.8\times(1.51/89)^2\approx0.02$ meV. In a device, an electric field matters over a much wider range: 0.01 MV/cm has a tunnelling energy scale of 5.8 meV, although it is far below the exciton's own field scale $R/ea=0.56$ MV/cm. Even the lowest exciton ionizes at a fraction of that scale: in a field $F$ the top of the barrier lies at $-2\sqrt{2RaeF}$, which reaches the level $-R$ already at $F=R/8ea$, if the shift of the level is ignored. Higher levels give way much sooner. At 0.01 MV/cm the top of the barrier is at $-0.38R$, below the level $n=2$ at $-R/4$, so excitons created with $n\ge2$ can escape and become free carriers. At 10 meV excess, the terms with $n\ge2$ in $B$ add up to 0.22, against $U=0.028$. Heat can also break excitons apart after the absorption. Even without heat, an exciton created at $E>0$ has a centre-of-mass energy $E+R/n^2$ larger than its binding energy, so scattering by a phonon or a defect can break it up; the model does not give the rate of this. A count of free carriers therefore does not by itself isolate the pairs that were created unbound.

The three-halves power belongs to those pairs, within a single phonon branch. To see it in the free carriers, one must first separate the branches: if the three emission branches above couple equally, their summed unbound part has a local exponent of only about 1.1 at 50 meV. One also needs little breakup of excitons by heat or scattering, and a field so weak that the levels it ionizes absorb little compared with the unbound pairs. By the barrier estimate, at 50 meV excess those levels absorb 1.2 times as much as the unbound pairs in a field of 0.01 MV/cm, and 8% as much in 0.0001 MV/cm. Finally, the excess energy must lie well above the broadening but below the range where detuning and band shape matter. This window is narrow: with the 10 meV broadening and the detuning of section 6, the apparent exponent of the main branch is 1.45 at 30 meV, 1.52 at 50 meV and 1.60 at 100 meV. The numerical output below lists many of the values quoted in the text.

## Values computed for the example and the checks

```
electron mass, hole mass (rough): 0.40, 0.40 m0
relative permittivity, refractive index: 5.7, 2.7
indirect gap, phonon: 5.50, 0.14 eV
direct gap, detuning: 7.30, 1.66 eV
deformation potential: 1.0e+09 eV/cm
P^2/m0: 10.0 eV; density: 3.5 g/cm3
spin factor, valleys: 2, 6
temperature: 295 K; kT: 25.4 meV
phonon occupation: 0.00407
total mass, reduced mass: 0.80, 0.20 m0
pair binding energy R: 83.8 meV
pair Bohr radius a: 1.508 nm
unbound threshold: 5.640 eV = 219.8 nm
absorption scale alpha0 = alpha/(scaled J): 14.610 1/cm
exponent from numerical states: 1.50000
coefficient from numerical states: 0.66667
lattice count / free-pair formula: 1.00001
E = 10 meV, E/R = 0.1194: alpha free 0.0130, unbound 0.4018, bound 34.120 1/cm
  unbound/free 30.87; unbound/(3/2 law) 1.000000; unbound/total 0.0116
E = 50 meV, E/R = 0.5970: alpha free 0.3254, unbound 4.4929, bound 42.131 1/cm
  unbound/free 13.81; unbound/(3/2 law) 1.000028; unbound/total 0.0964
E = 100 meV, E/R = 1.1940: alpha free 1.3018, unbound 12.7132, bound 50.205 1/cm
  unbound/free 9.77; unbound/(3/2 law) 1.000440; unbound/total 0.2021
bound absorption at E = 0: 31.626 1/cm
3/2 law low by 1% of itself at E/R = 3.897, E = 326 meV
3/2 law low by 10% of itself at E/R = 16.971, E = 1421 meV
local exponent at E/R = 0.1: 1.5000
local exponent at E/R = 1: 1.5009
local exponent at E/R = 10: 1.5681
local exponent at E/R = 100: 1.7738
local exponent at E/R = 1000: 1.9182
Neglected effects at 50 meV excess, rough inputs:
ellipsoid masses: 1.6, 0.3 m0; variational binding / mean-mass binding: 1.0281
free-pair density, ellipsoid / isotropic: 1.50
phonon-absorption / emission, unbound, equal detuning: 0.069
TA phonon 87 meV: unbound / main branch, equal strength: 2.96
LO phonon 163 meV: unbound / main branch, equal strength: 0.40
valence splitting 10 meV: unbound change if threshold drops by it: 31%
Gaussian broadening 10 meV: change of 3/2 law: 1.51%
change of 1/(omega*detuning^2): 5.4%
Debye length at 1e+15 1/cm3: 89 nm
field 0.01 MV/cm: tunnelling energy scale 5.8 meV
ionizing field R/(e a): 0.56 MV/cm
lattice constant: 0.357 nm; (lattice constant/a)^2: 0.056
```
